# The Debye Length in Water and Cells for Explicit Ions: a numerical check

```python
"""
Result under test: for a 1:1 salt in water at 298.15 K the Debye length is
0.304 nm / sqrt(molarity), and a slit of electrolyte between two equally
charged faces can be sized from it so that it holds whole numbers of ions.

Symbols (atomic units in formulas, angstrom and eV in printed numbers):
  n      number density of ion pairs in the reservoir
  lam    Debye length, sqrt(eps*kT/(8*pi*n)) in atomic units
  u      electrostatic energy of a unit positive charge divided by kT
  u0     value of u at the face, where the diffuse layer begins
  sigma  elementary charges per area on one face
  Q      elementary charges on one face of the cell
  f      tolerated ratio of midplane potential to face potential
The numerical side solves the nonlinear Poisson-Boltzmann equation in SI units.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_bvp

TEMPERATURE = 298.15
EPS = 78.4
F_MID = 0.05
METAL = 10.0       # angstrom, chosen thickness of metal slab
COMPACT = 3.0      # angstrom, chosen ion-free layer at each face
WATER_DENSITY = 1.0   # g/cm^3, chosen round value
WATER_MOLAR = 18.0    # g/mol, rounded
HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
KT_EV = sc.k * TEMPERATURE / sc.e
BOHR_A = BOHR * 1e10
HARTREE_EV = HARTREE / sc.e


def pair_density(molar):
    """Ion pairs per cubic angstrom."""
    return molar * 1000.0 * sc.N_A * 1e-30


def debye_length(molar, eps=EPS):
    """Debye length in angstrom, evaluated in atomic units."""
    kt = sc.k * TEMPERATURE / HARTREE
    n = pair_density(molar) * BOHR_A**3
    return math.sqrt(eps * kt / (8 * math.pi * n)) * BOHR_A


def design(molar, drop_ev, charges):
    """Size the cell from the analytic diffuse-layer formulas."""
    n, lam, u0 = pair_density(molar), debye_length(molar), drop_ev / KT_EV
    sigma = 4 * n * lam * math.sinh(u0 / 2)
    area = charges / sigma
    height_min = 2 * lam * math.acosh(1 / F_MID)
    excluded = 4 * lam * (1 - math.exp(-u0 / 2))
    co_min = n * area * (height_min - excluded)
    co = math.ceil(co_min)
    height = co / (n * area) + excluded
    return dict(molar=molar, drop=drop_ev, Q=charges, lam=lam, sigma=sigma,
                area=area, height_min=height_min, co_min=co_min, co=co,
                counter=co + 2 * charges, height=height)


def solve_slit(molar, u0, half_height):
    """Poisson-Boltzmann solution from a face to the midplane, x in angstrom."""
    ions_si = molar * 1000.0 * sc.N_A

    def rhs(x, y):
        charge_density = sc.e * ions_si * (np.exp(-y[0]) - np.exp(y[0]))
        curvature_volt = -charge_density / (EPS * sc.epsilon_0)
        scaled = curvature_volt * sc.e / (sc.k * TEMPERATURE) * 1e-20
        return np.vstack([y[1], scaled])

    def boundary(left, right):
        return np.array([left[0] - u0, right[1]])

    x = np.linspace(0, half_height, 201)
    guess = u0 * np.exp(-4 * x / half_height)
    slope = -4 / half_height * guess
    result = solve_bvp(rhs, boundary, x, np.vstack([guess, slope]),
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result.sol


# Decay length from the differential equation at three molarities.
decay_lengths = {}
for molar in (0.01, 0.1, 1.0):
    root = math.sqrt(molar)
    solution = solve_slit(molar, 0.1, 40 / root)
    value, slope = solution(15 / root)
    decay_lengths[molar] = -value / slope
    assert abs(decay_lengths[molar] / debye_length(molar) - 1) < 1e-3
    assert abs(decay_lengths[molar] * root - 3.04) < 0.005

# Midplane potential in the small-potential limit at the minimum height.
trial = design(0.1, KT_EV, 1)
weak = solve_slit(0.1, 0.1, trial["height_min"] / 2)
weak_ratio = weak(trial["height_min"] / 2)[0] / 0.1
assert abs(weak_ratio / F_MID - 1) < 2e-3
strong = solve_slit(0.1, 0.1 / KT_EV, trial["height_min"] / 2)
strong_ratio = strong(trial["height_min"] / 2)[0] / (0.1 / KT_EV)
assert strong_ratio < weak_ratio

# Integrated charge and ion numbers in the three finished cells.
cells = [design(0.1, KT_EV, 1), design(0.1, 0.1, 3), design(1.0, KT_EV, 1)]
for cell in cells:
    half = cell["height"] / 2
    u0 = cell["drop"] / KT_EV
    solution = solve_slit(cell["molar"], u0, half)
    x = np.linspace(0, half, 4001)
    u = solution(x)[0]
    n = pair_density(cell["molar"])
    cell["co_num"] = 2 * cell["area"] * simpson(n * np.exp(-u), x=x)
    cell["counter_num"] = 2 * cell["area"] * simpson(n * np.exp(u), x=x)
    cell["mid_ratio"] = u[-1] / u0
    sigma_num = (cell["counter_num"] - cell["co_num"]) / (2 * cell["area"])
    assert abs(sigma_num / cell["sigma"] - 1) < 3e-3
    # Finite overlap of the two layers causes the small count differences.
    assert abs(cell["co_num"] - cell["co"]) < 0.03
    assert abs(cell["counter_num"] - cell["counter"]) < 0.03
    assert cell["mid_ratio"] < F_MID

# Scaling with molarity, checked on numerical decay lengths.
assert abs(decay_lengths[0.01] / decay_lengths[1.0] - 10) < 0.01

# Screened pair potential: differential equation and total screening charge.
r, length = sp.symbols("r length", positive=True)
screened = sp.exp(-r / length) / r
laplacian = sp.diff(r**2 * sp.diff(screened, r), r) / r**2
assert sp.simplify(laplacian - screened / length**2) == 0
lam = debye_length(0.1)
bjerrum = HARTREE_EV * BOHR_A / (EPS * KT_EV)
n01 = pair_density(0.1)
cloud = quad(lambda s: -2 * n01 * bjerrum * math.exp(-s / lam) / s
             * 4 * math.pi * s**2, 0, 40 * lam)[0]
assert abs(cloud + 1) < 1e-6

water_density = WATER_DENSITY / WATER_MOLAR * sc.N_A * 1e-24
print(f"temperature: {TEMPERATURE:.2f} K; relative permittivity: {EPS:.1f}")
print(f"thermal energy kT: {KT_EV:.5f} eV")
print(f"Debye length at 1 M: {debye_length(1):.3f} angstrom"
      f" = {debye_length(1) / 10:.4f} nm")
print(f"same with permittivity 80: {debye_length(1, 80):.3f} angstrom")
for molar, decay in decay_lengths.items():
    print(f"numerical decay length at {molar:g} M: {decay:.3f} angstrom")
print(f"Debye length at 0.1 M: {lam:.3f} angstrom = {lam / 10:.4f} nm")
print(f"ion-pair density at 0.1 M: {n01:.4e} per angstrom^3")
print(f"volume per ion pair at 0.1 M: {1 / n01:.0f} angstrom^3")
print(f"water molecules per ion pair at 0.1 M: {water_density / n01:.0f}")
print(f"Bjerrum length: {bjerrum:.3f} angstrom")
print(f"tolerated midplane fraction f: {F_MID:.2f}")
print(f"minimum height / Debye length: {2 * math.acosh(1 / F_MID):.3f}")
print(f"minimum height for f = 0.01 at 0.1 M:"
      f" {2 * lam * math.acosh(100):.1f} angstrom")
print(f"midplane fraction at minimum height, u0 = 0.1: {weak_ratio:.5f}")
print(f"midplane fraction at minimum height, 0.1 eV: {strong_ratio:.5f}")
print(f"chosen metal thickness: {METAL:.1f} angstrom;"
      f" each compact layer: {COMPACT:.1f} angstrom")
print(f"chosen water density: {WATER_DENSITY:.1f} g/cm^3;"
      f" molar mass: {WATER_MOLAR:.1f} g/mol")
for index, cell in enumerate(cells, 1):
    side = math.sqrt(cell["area"])
    full_height = cell["height"] + METAL + 2 * COMPACT
    waters = water_density * cell["area"] * (cell["height"] + 2 * COMPACT)
    image = (HARTREE_EV * BOHR_A / (EPS * side)
             * math.exp(-side / cell["lam"]))
    print(f"CELL {index}: {cell['molar']:g} M, drop energy"
          f" {cell['drop']:.5f} eV, charges per face {cell['Q']}")
    print(f"  u0: {cell['drop'] / KT_EV:.4f};"
          f" face charge: {cell['sigma']:.4e} e/angstrom^2")
    print(f"  area: {cell['area']:.1f} angstrom^2; side: {side:.2f} angstrom")
    print(f"  minimum electrolyte height: {cell['height_min']:.2f} angstrom")
    print(f"  co-ions at minimum height: {cell['co_min']:.3f}")
    print(f"  final electrolyte height: {cell['height']:.2f} angstrom;"
          f" full cell: {full_height:.2f} angstrom")
    print(f"  whole ions: {cell['counter']} counter-ions, {cell['co']} co-ions")
    print(f"  numerical ions: {cell['counter_num']:.4f} counter-ions,"
          f" {cell['co_num']:.4f} co-ions")
    print(f"  numerical midplane fraction: {cell['mid_ratio']:.4f}")
    print(f"  water molecules: {waters:.0f};"
          f" screened image energy: {image:.5f} eV")
small_volume = 10.0 * 10.0 * 30.0
small_molar = 1 / (small_volume * pair_density(1.0))
print(f"small electrolyte region, 10 x 10 x 30: {small_volume:.0f} angstrom^3")
print(f"  mean ion pairs in it at 0.1 M: {n01 * small_volume:.3f}")
print(f"  molarity if it holds one pair: {small_molar:.3f} M")
print(f"  Debye length at that molarity: {debye_length(small_molar):.2f} angstrom")
print("finished without a failed check")
```

It prints:

```
temperature: 298.15 K; relative permittivity: 78.4
thermal energy kT: 0.02569 eV
Debye length at 1 M: 3.040 angstrom = 0.3040 nm
same with permittivity 80: 3.071 angstrom
numerical decay length at 0.01 M: 30.401 angstrom
numerical decay length at 0.1 M: 9.614 angstrom
numerical decay length at 1 M: 3.040 angstrom
Debye length at 0.1 M: 9.614 angstrom = 0.9614 nm
ion-pair density at 0.1 M: 6.0221e-05 per angstrom^3
volume per ion pair at 0.1 M: 16605 angstrom^3
water molecules per ion pair at 0.1 M: 556
Bjerrum length: 7.149 angstrom
tolerated midplane fraction f: 0.05
minimum height / Debye length: 7.377
minimum height for f = 0.01 at 0.1 M: 101.9 angstrom
midplane fraction at minimum height, u0 = 0.1: 0.04999
midplane fraction at minimum height, 0.1 eV: 0.03837
chosen metal thickness: 10.0 angstrom; each compact layer: 3.0 angstrom
chosen water density: 1.0 g/cm^3; molar mass: 18.0 g/mol
CELL 1: 0.1 M, drop energy 0.02569 eV, charges per face 1
  u0: 1.0000; face charge: 1.2068e-03 e/angstrom^2
  area: 828.7 angstrom^2; side: 28.79 angstrom
  minimum electrolyte height: 70.92 angstrom
  co-ions at minimum height: 2.784
  final electrolyte height: 75.25 angstrom; full cell: 91.25 angstrom
  whole ions: 5 counter-ions, 3 co-ions
  numerical ions: 5.0005 counter-ions, 3.0020 co-ions
  numerical midplane fraction: 0.0391
  water molecules: 2253; screened image energy: 0.00032 eV
CELL 2: 0.1 M, drop energy 0.10000 eV, charges per face 3
  u0: 3.8922; face charge: 7.9414e-03 e/angstrom^2
  area: 377.8 angstrom^2; side: 19.44 angstrom
  minimum electrolyte height: 70.92 angstrom
  co-ions at minimum height: 0.863
  final electrolyte height: 76.92 angstrom; full cell: 92.92 angstrom
  whole ions: 7 counter-ions, 1 co-ions
  numerical ions: 7.0042 counter-ions, 1.0050 co-ions
  numerical midplane fraction: 0.0281
  water molecules: 1048; screened image energy: 0.00125 eV
CELL 3: 1 M, drop energy 0.02569 eV, charges per face 1
  u0: 1.0000; face charge: 3.8161e-03 e/angstrom^2
  area: 262.0 angstrom^2; side: 16.19 angstrom
  minimum electrolyte height: 22.43 angstrom
  co-ions at minimum height: 2.784
  final electrolyte height: 23.80 angstrom; full cell: 39.80 angstrom
  whole ions: 5 counter-ions, 3 co-ions
  numerical ions: 5.0005 counter-ions, 3.0020 co-ions
  numerical midplane fraction: 0.0391
  water molecules: 261; screened image energy: 0.00006 eV
small electrolyte region, 10 x 10 x 30: 3000 angstrom^3
  mean ion pairs in it at 0.1 M: 0.181
  molarity if it holds one pair: 0.554 M
  Debye length at that molarity: 4.09 angstrom
finished without a failed check
```
